# One long run or many short ones: the minimum safe run length

**Q.** I can afford 400 ps of first-principles molecular dynamics. Four hundred runs of 1 ps, all at once on a large machine, cost as much as one run of 400 ps. Why should I wait for the long one?

**A.** As long as the runs are much longer than the correlation time, splitting hardly changes the random error. It does change the systematic error, which grows as the runs become shorter. Let the total simulated time be $T$, divided into $M=T/L$ independent runs of length $L$. Each run starts from the same preparation, with its own random velocities and thermostat noise. No samples are discarded. For an observable $A$, the estimate is

$$\hat A=\frac1M\sum_{m=1}^{M}\bar A_m,\qquad \bar A_m=\frac1L\int_0^L A_m(t)\,dt .$$

Let $\mu$ be the equilibrium mean. The preparation is not an equilibrium sample, so the expected value at time $t$ differs from $\mu$ by $b(t)=E[A(t)]-\mu$. Every run has the same $b(t)$, hence

$$E[\hat A]-\mu=\frac1M\,M\,\frac1L\int_0^L b(t)\,dt=\frac1L\int_0^L b(t)\,dt .$$

The number of runs has cancelled. If $b$ is integrable, define $B=\int_0^\infty b\,dt$. Then

$$E[\hat A]-\mu=\frac BL-\frac1L\int_L^\infty b(t)\,dt\;\simeq\;\frac BL ,$$

where the last form requires $L$ to be much longer than the relaxation time. Each run pays the same initial debt $B$ and spreads it over its own length.

**Q.** But four hundred independent runs must average the noise better than one correlated trajectory.

**A.** Count the independent information. Independence gives $\mathrm{Var}(\hat A)=\mathrm{Var}(\bar A)/M=(L/T)\,\mathrm{Var}(\bar A)$. Take first a run that starts in equilibrium, with autocovariance $C(u)=\sigma^2\rho(u)$, $\rho(0)=1$, and correlation time $\tau=\int_0^\infty\rho\,du$. In the square $0<s,t<L$, the pairs with separation $u=|t-s|$ have weight $2(L-u)$, so

$$\mathrm{Var}(\bar A)=\frac1{L^2}\int_0^L\!\!\int_0^L C(|t-s|)\,ds\,dt=\frac2{L^2}\int_0^L(L-u)\,C(u)\,du .$$

If $uC(u)$ is integrable, the part with $L$ gives $2\sigma^2\tau/L$ and the part with $u$ gives a term of order $1/L^2$. The nonequilibrium start adds to the covariance a part $D(s,t)$ that lives near the start of the run. If its double integral is finite, it too contributes at order $1/L^2$. Therefore

$$\mathrm{Var}(\hat A)=\frac LT\left[\frac{2\sigma^2\tau}{L}+O(L^{-2})\right]\simeq\frac{2\sigma^2\tau}{T}.$$

A run holds about $L/2\tau$ independent samples, and $M$ runs hold $T/2\tau$, however the time is divided. So the variance is fixed by cost to leading order, while the bias is fixed by run length.

**Q.** Then how short may a run be? "Much longer than the relaxation time" is not a number.

**A.** That condition makes the two laws valid; it does not make the bias harmless. The mean square error is

$$E[(\hat A-\mu)^2]\simeq\frac{2\sigma^2\tau}{T}+\frac{B^2}{L^2}.$$

Choose a tolerated ratio $\varepsilon$ of bias to standard error, and write $\delta=\sqrt{2\sigma^2\tau/T}$ for the latter. The requirement $|B|/L\le\varepsilon\delta$ becomes

$$L\ge L_{\min}=\frac{|B|}{\varepsilon\,\delta}=\frac{|B|}{\varepsilon}\sqrt{\frac{T}{2\sigma^2\tau}} .$$

At the limit the root-mean-square error is $\sqrt{1+\varepsilon^2}$ times the standard error. For $\varepsilon=0.5$ this factor is 1.118.

**Q.** Your minimum length grows with the budget. Surely a run is either long enough or it is not.

**A.** It is long enough for a stated precision. More computing time reduces $\delta$, and a bias that was hidden in the noise then stands out. Since $\delta\propto T^{-1/2}$, the safe length grows as $T^{1/2}$, and so does the allowed number of runs:

$$M_{\max}=\frac{T}{L_{\min}}=\frac{\varepsilon\sqrt{2\sigma^2\tau\,T}}{|B|}.$$

With four times the budget, one may double the number of runs but must also double their length. Spending all of it on more runs of the old length would halve the noise and leave the bias untouched.

There is also a smallest budget. Even a single run is too short unless $L_{\min}\le T$, which on squaring and dividing by $T$ gives $T\ge B^2/(2\varepsilon^2\sigma^2\tau)$.

**Q.** All this rests on $B$, which I do not know. Can you show a case where it can be calculated?

**A.** Take a crystal started from its relaxed structure with Maxwell velocities at the bath temperature $T_b$, and let the observable be its potential energy $U$ above the minimum. Assume classical nuclei, a harmonic Born–Oppenheimer surface and a Langevin thermostat with friction $\gamma$. A mode of mass $m$ and angular frequency $\omega$ obeys

$$m\ddot x=-m\omega^2x-m\gamma\dot x+\sqrt{2m\gamma k_BT_b}\;\xi(t),\qquad E[\xi(s)\xi(t)]=\delta(t-s),$$

where $\delta(t-s)$ is the Dirac function. With $q=x\sqrt{m\omega^2/k_BT_b}$ and $p=\dot x\sqrt{m/k_BT_b}$ this becomes

$$\dot q=\omega p,\qquad \dot p=-\omega q-\gamma p+\sqrt{2\gamma}\,\xi,\qquad U=\tfrac12k_BT_b\sum_jq_j^2 .$$

In equilibrium $E[q^2]=E[p^2]=1$ and $E[qp]=0$. These values are stationary, because they make all three rates vanish:

$$\frac{d}{dt}E[q^2]=2\omega E[qp],\qquad \frac{d}{dt}E[qp]=\omega E[p^2]-\omega E[q^2]-\gamma E[qp],$$

$$\frac{d}{dt}E[p^2]=-2\omega E[qp]-2\gamma E[p^2]+2\gamma .$$

The relaxed start has $q(0)=0$ and $E[p(0)^2]=1$: the kinetic energy is right on average, the potential energy is missing.

**Q.** How does the missing part fill in?

**A.** The equations are linear, so

$$q(t)=\phi(t)\,q(0)+\chi(t)\,p(0)+\eta(t),$$

where $\eta$ is the accumulated noise, independent of the initial values. The response $\phi$ to a unit displacement satisfies

$$\ddot\phi+\gamma\dot\phi+\omega^2\phi=0,\qquad\phi(0)=1,\quad\dot\phi(0)=0 .$$

For $\gamma<2\omega$ put $\Omega=\sqrt{\omega^2-\gamma^2/4}$. The two initial conditions fix the coefficients:

$$\phi(t)=e^{-\gamma t/2}\left[\cos\Omega t+\frac{\gamma}{2\Omega}\sin\Omega t\right].$$

Now compare two starts. From equilibrium, the correlation is $\phi(|t-s|)$; to see this, propagate $q$ from $s$ to $t$ and multiply by $q(s)$, which is uncorrelated with $p(s)$ and with later noise. The linear solution gives the same quantity as

$$\phi(|t-s|)=\phi(s)\phi(t)+\chi(s)\chi(t)+E[\eta(s)\eta(t)] .$$

From the relaxed start the first term on the right is absent, since $q(0)=0$, and the others are unchanged. Hence

$$c(s,t)\equiv E[q(s)q(t)]=\phi(|t-s|)-\phi(s)\phi(t).$$

At $s=t$ this reads $E[q^2]=1-\phi(t)^2$, so

$$b(t)=\tfrac12k_BT_b\sum_j\left(E[q_j^2]-1\right)=-\tfrac12k_BT_b\sum_j\phi_j(t)^2 .$$

The bias is negative: the energy starts too low.

**Q.** And the noise? You need correlations of $q^2$, not of $q$.

**A.** The variables are Gaussian with zero mean. For two such variables $X,Y$ with $E[XY]=c$ and $E[X^2]=v>0$, write $Y=(c/v)X+Z$, with $Z$ independent of $X$. In $Y^2$ the cross term $XZ$ has no covariance with $X^2$, because $E[Z]=0$, and $Z^2$ has none by independence. With $E[X^4]=3v^2$,

$$\mathrm{Cov}(X^2,Y^2)=\frac{c^2}{v^2}\left(3v^2-v^2\right)=2c^2 .$$

Independent modes add, and each $U_j$ carries the factor $k_BT_b/2$, so

$$\mathrm{Cov}(U(s),U(t))=\tfrac12(k_BT_b)^2\sum_j\left[\phi_j(|t-s|)-\phi_j(s)\phi_j(t)\right]^2 .$$

Expand the square. The term $\phi_j(|t-s|)^2$ is the equilibrium autocovariance. The others are $-2\phi_j(|t-s|)\phi_j(s)\phi_j(t)$ and $\phi_j(s)^2\phi_j(t)^2$. Since $|\phi_j|\le1$, being a correlation coefficient, and $\phi_j$ decays exponentially, their double integrals are finite. This is the condition on $D(s,t)$ required earlier.

Bias and noise thus contain the same integral $\tau_j=\int_0^\infty\phi_j^2\,dt$. With $S=\sum_j\tau_j$,

$$B=-\tfrac12k_BT_b\,S,\qquad 2\sigma^2\tau=2\cdot\tfrac12(k_BT_b)^2S=(k_BT_b)^2S .$$

**Q.** Please do that integral without hiding it in a table.

**A.** Two multiplications of the equation for $\phi$ suffice. Multiplying by $\dot\phi$ gives the energy balance

$$\frac{d}{dt}\left[\tfrac12\dot\phi^2+\tfrac12\omega^2\phi^2\right]=-\gamma\dot\phi^2 .$$

The bracket falls from $\omega^2/2$ to zero, so $\int_0^\infty\dot\phi^2dt=\omega^2/2\gamma$. Multiplying by $\phi$ and using $\phi\ddot\phi=d(\phi\dot\phi)/dt-\dot\phi^2$ gives, after integration,

$$0-\frac{\omega^2}{2\gamma}+\gamma\left(-\frac12\right)+\omega^2\tau_j=0,$$

because $\phi\dot\phi$ vanishes at both ends and $\int_0^\infty\phi\dot\phi\,dt=-\phi(0)^2/2$. Therefore

$$\tau_j=\frac1{2\gamma}+\frac{\gamma}{2\omega_j^2}.$$

At weak friction the first term dominates: the bath supplies energy slowly. At strong friction the second dominates: the coordinate creeps to its equilibrium spread. Setting the derivative with respect to $\gamma$ to zero gives the minimum $\tau_j=1/\omega_j$ at $\gamma=\omega_j$.

**Q.** So what is the safe length for this crystal?

**A.** Substitute $B$ and $2\sigma^2\tau$:

$$\frac{|\text{bias}|}{\text{standard error}}=\frac{k_BT_b\,S/2L}{k_BT_b\sqrt{S/T}}=\frac{\sqrt{ST}}{2L},\qquad \boxed{L_{\min}=\frac{\sqrt{ST}}{2\varepsilon}}$$

The bath temperature cancels, because in a harmonic system the missing energy and the fluctuations are both proportional to it.

Consider a model with 96 modes, 32 each at 1, 2 and 3 THz, with $\gamma=4\ \mathrm{ps^{-1}}$, $T_b=300$ K and $T=400$ ps. At 1 THz, $\omega=2\pi\ \mathrm{ps^{-1}}$ and $\tau_j=1/8+4/(8\pi^2)=0.1757$ ps. The other two values are 0.1377 and 0.1306 ps, so

$$S=32\,(0.1757+0.1377+0.1306)\ \mathrm{ps}=14.2\ \mathrm{ps}.$$

For $\varepsilon=0.5$, $L_{\min}=\sqrt{14.2\times400}\ \mathrm{ps}=75.4$ ps. Since $400/75.4=5.3$, at most five runs are allowed, each of 80 ps. This length belongs to the chosen start. If the velocities are drawn at $2T_b$, then $E[p(0)^2]=2$ adds $\chi^2$ to $E[q^2]$. The same two multiplications, with $\chi(0)=0$ and $\dot\chi(0)=\omega$, give $\int_0^\infty\chi^2dt=1/2\gamma$, which cancels the first term of $\tau_j$ in $B$. Then $|B|$ falls to 0.155 of its value and $L_{\min}$ to 11.7 ps.

**Q.** Seventy-five picoseconds, when the correlation time is 0.15 ps? That looks absurd.

**A.** Two factors multiply. With $\bar\tau=S/N$ and $\varepsilon=0.5$, $L_{\min}/\bar\tau=\sqrt N\sqrt{T/\bar\tau}=9.8\times52$. The larger factor comes from the budget: a single mode would already need $\sqrt{0.148\times400}\ \mathrm{ps}=7.7$ ps. The other comes from the number of modes. Every mode starts with too little potential energy, so the biases add in proportion to the number of modes $N$. The independent fluctuations add in proportion to $\sqrt N$. With mean correlation time $\bar\tau=S/N$, the safe length is $\sqrt{N\bar\tau T}/2\varepsilon$: at fixed $T$, a larger cell needs longer runs.

If instead the precision per mode, $\delta_1=\delta/N$, is held fixed, then $\delta_1=k_BT_b\sqrt{\bar\tau/(NT)}$ and

$$L_{\min}=\frac{k_BT_b\,\bar\tau}{2\varepsilon\,\delta_1},$$

which does not depend on cell size at given $\bar\tau$. The larger cell then needs less total time, and that compensates, but only while this time exceeds $L_{\min}$. At the precision per mode of the example, $T=400\ \mathrm{ps}\times96/N$ falls to 75.4 ps at about 510 modes; for larger cells one run of length $L_{\min}$ is still required. It is the demanded precision that makes the runs long.

**Q.** I would still like to see the splittings compared without your long-run approximations.

**A.** Here are the bias, the standard error (SE) and the root-mean-square error, summed from the moments of the Langevin equation. The time averages are trapezoid sums over samples 0.02 ps apart, which affects the last digit in the 0.2 ps row. Energies are in zJ ($10^{-21}$ J); the equilibrium mean of $U$ is 198.8 zJ.

| $L$ (ps) | $M$ | bias | SE | rms error |
|---:|---:|---:|---:|---:|
| 0.2 | 2000 | −93.5 | 0.304 | 93.5 |
| 1 | 400 | −28.9 | 0.615 | 28.9 |
| 4 | 100 | −7.36 | 0.740 | 7.39 |
| 20 | 20 | −1.47 | 0.773 | 1.66 |
| 80 | 5 | −0.368 | 0.779 | 0.861 |
| 400 | 1 | −0.074 | 0.780 | 0.784 |

With $k_BT_b=4.142$ zJ, the leading-order standard error is $4.142\sqrt{14.207/400}=0.781$ zJ, or 4.87 meV. At 80 ps the bias law gives $-4.142\times14.2/160=-0.368$ zJ, or −2.3 meV, in agreement with the table. Your 400 short runs miss by 28.9 zJ, about 15% of the energy being measured.

The minimum length was tested in the same way. At $L_{\min}$ the ratio of bias to standard error is 0.501, against the intended 0.5. For $T=1600$ ps the predicted length is 150.8 ps, and the ratio there is again 0.501.

**Q.** The standard error falls for short runs. Is your "fixed variance" wrong, and are short runs quieter after all?

**A.** It is a long-run law, and the first rows lie outside its range. At $L=0.2$ ps the variance is 15% of the law. The bias law also fails there: it predicts −147 zJ, while the value is −93.5 zJ. As $L\to0$ the bias tends to $b(0)=-Nk_BT_b/2$, the whole of the missing energy, and cannot grow further. The variance falls below the law for two reasons. Even for runs started in equilibrium, the exact formula gives $\mathrm{Var}(\hat A)=(2\sigma^2/T)\int_0^L(1-u/L)\rho\,du$. Here $\rho$ is the mean of the $\phi_j^2$ and is never negative, so this is less than $2\sigma^2\tau/T$, and it tends to $\sigma^2L/T$ as $L\to0$: every new start is an extra independent sample. In addition, all runs start with $U=0$, and $c(s,t)=\phi(|t-s|)-\phi(s)\phi(t)$ vanishes as $s,t\to0$, so the variance of each run's average itself tends to zero. Short runs are quieter, but about the wrong value.

For longer runs the relative deficit of the variance is close to $0.40\ \mathrm{ps}/L$, with the same coefficient at 20 and 80 ps. This is the expected first correction. At 80 ps it amounts to 0.5%.

**Q.** If the bias is large, will the scatter between my runs not warn me?

**A.** No. Each average is $\mu+\text{bias}+\text{fluctuation}$. The sample variance uses differences from the common mean, and the shared bias drops out. In a direct simulation of 20 experiments, each with 200 runs of 2 ps, the bias was −14.7 zJ, while the error bar from scatter averaged 0.69 zJ. None of the 20 nominal 95% intervals contained the true mean.

A better check compares times within the runs. Let $H_1$ and $H_2$ be the averages over all first halves and all second halves. If $L/2$ is already in the long-run regime, the first halves have bias $B/(L/2)$ and the full runs have $B/L$. Thus

$$E\left[H_1-\tfrac12(H_1+H_2)\right]\simeq\frac{2B}{L}-\frac BL=\frac BL ,$$

which estimates the bias itself. Each half contains total time $T/2$ and has variance $4\sigma^2\tau/T$. Neglecting the correlation across the midpoint, the variance of $(H_1-H_2)/2$ is

$$\frac14\left(\frac{4\sigma^2\tau}{T}+\frac{4\sigma^2\tau}{T}\right)=\frac{2\sigma^2\tau}{T}=\delta^2 .$$

In the long-run regime the check therefore reveals a bias of several standard errors, but cannot resolve one of half a standard error. A null result does not certify that $L\ge L_{\min}$.

**Q.** Why not simply throw away the start of each run?

**A.** That can be the better protocol, and it changes the formula. If a time $t_0$ is discarded from each run, then for $L-t_0\gg\tau$

$$\text{bias}\simeq\frac1{L-t_0}\int_{t_0}^\infty b\,dt,\qquad \mathrm{Var}(\hat A)\simeq\frac{2\sigma^2\tau}{T}\,\frac{L}{L-t_0}.$$

In the crystal, the bracket in $\phi$ has amplitude $\sqrt{1+\gamma^2/4\Omega^2}=\omega/\Omega$, so $\phi^2\le(\omega^2/\Omega^2)e^{-\gamma t}$ and

$$\left|\int_{t_0}^\infty b\,dt\right|\le\frac{k_BT_b}{2\gamma}\,e^{-\gamma t_0}\sum_j\frac{\omega_j^2}{\Omega_j^2}.$$

Take 20 runs of 20 ps and discard 2 ps from each. The factor $\omega^2/\Omega^2$ is largest at 1 THz, where it is 1.11. Using it for all modes bounds the bias by $198.8\times1.11\,e^{-8}/(4\times18)\approx0.001$ zJ. The standard error rises by the factor $\sqrt{20/18}=1.05$. This estimate rests on the bound and the leading-order variance; it is not a row of the table. The price of discarding is paid once per run, so it still counts against very short runs. In this model it nevertheless allows many more runs: 50 runs of 8 ps with 0.8 ps discarded have an rms error of 0.82 zJ, less than five full runs of 80 ps.

**Q.** Then when would you split, and when would you distrust the whole argument?

**A.** If all samples are kept, the single run has the smallest error in the table. Five runs raise it by about 10%, from 0.784 to 0.861 zJ, and finish in one fifth of the waiting time if they proceed side by side at the same speed. That can be a good bargain. Twenty runs double the error.

The argument fails when $b(t)$ is not integrable. Set $\gamma=0$ in the crystal: then $\phi=\cos\omega t$, whose square averages to one half. The bias tends to $-Nk_BT_b/4$, half the missing energy, and no run length removes it. Slow escape from a metastable structure is a less visible danger. There $b(t)$ may have a small, long tail that contributes most of $B$, and runs much shorter than the escape time cover only a small part of that tail. A value of $L_{\min}$ based on the fast vibrations alone can then be far too small.

Finally, the runs must be independent. A common relaxed structure is allowed, since it is a fixed preparation and its effect is contained in $b(t)$. If one randomly drawn configuration is used for all runs, its particular deviation is also shared, and adding runs does not average it away. The numerical output below gives the energies of the table in more digits.

## Values computed for the example and the checks

```
bath temperature = 300 K
kT_b = 4.1419 zJ
friction gamma = 4.0 1/ps
number of modes = 96, 32 per frequency
tau at 1 THz = 0.17566 ps
tau at 2 THz = 0.13767 ps
tau at 3 THz = 0.13063 ps
mean tau = 0.14798 ps
S = sum of tau = 14.207 ps
total time T = 400 ps
equilibrium mean of U = 198.81 zJ
standard error, formula = 0.7806 zJ
  the same = 4.872 meV
Equal-cost splittings (L in ps, energies in zJ):
bias and SE summed from definitions; law = -kT_b S/(2L)
    L     M     bias      law      SE      rms  var/law
  0.2  2000  -93.504 -147.107  0.3041  93.5042   0.1517
  1.0   400  -28.864  -29.421  0.6148  28.8708   0.6203
  4.0   100   -7.355   -7.355  0.7400   7.3925   0.8988
 20.0    20   -1.471   -1.471  0.7726   1.6616   0.9798
 80.0     5   -0.368   -0.368  0.7786   0.8611   0.9949
400.0     1   -0.074   -0.074  0.7802   0.7836   0.9990
L*(1 - var/law) at L=20 ps: 0.4047 ps
L*(1 - var/law) at L=80 ps: 0.4045 ps
chosen eps = 0.50
minimum safe length L_min = 75.38 ps
T/L_min = 5.306
largest whole number of runs = 5
|bias|/SE at L_min, from definitions = 0.5014
L_min for 4T = 1600 ps: 150.77 ps
|bias|/SE there, from definitions = 0.5007
rms error / SE at the limit = 1.1180
bias at L=80 ps = -2.295 meV
|bias|/SE at L=80 ps = 0.4723
Simulation: 20 experiments, each 200 runs of 2 ps
simulated bias = -14.720 zJ
bias from definition = -14.706 zJ
simulated variance / definition = 0.9781
mean SE from run scatter = 0.6891 zJ
95% intervals containing the true mean = 0 of 20
```
